# Smallest ferroelectric capacitor for a 100 mV bit-line window

## The estimate when the film only switches

Take a ferroelectric capacitor whose charge changes only when its polarization reverses. One electrode is connected to a plate line, the other to a bit line of capacitance \(C=100\) fF that has been set to 0 V and then left floating. A positive pulse on the plate line reads the stored bit.

If the polarization already points along the read field, nothing reverses and the bit line stays at 0 V. If it points against the field, the polarization goes from \(-P_r\) to \(+P_r\), where \(P_r\) is the remanent polarization. The surface charge density changes by

\[
P_r-(-P_r)=2P_r ,
\]

and an area \(A\) delivers the charge \(2P_rA\) to the line. To raise the line by \(\Delta V=100\) mV, this charge must equal \(C\Delta V\):

\[
2P_rA=C\,\Delta V
\quad\Longrightarrow\quad
A_0=\frac{C\,\Delta V}{2P_r}.
\]

The charge needed is \(100\ \text{fF}\times0.100\ \text{V}=10\) fC. With \(P_r=0.2\ \text{C/m}^2=20\ \mu\text{C/cm}^2\),

\[
A_0=\frac{10\times10^{-15}\ \text{C}}{2\times0.2\ \text{C/m}^2}
=2.5\times10^{-14}\ \text{m}^2=0.025\ \mu\text{m}^2 ,
\]

a square of side 158 nm.

The estimate leaves three questions open. A real film also carries dielectric charge, so the line moves in both states. The rising line takes voltage away from the film. The loop of a real film is not rectangular, and some of the polarization may fail to reverse. It has to be shown that none of these can make a smaller area sufficient.

## What "100 mV" means

Let \(V_1\) be the final bit-line voltage when the stored polarization opposes the read field, and \(V_0\) the final voltage when it lies along it. The window is

\[
\Delta V=V_1-V_0 .
\]

This is the quantity set to 100 mV. If two capacitors holding opposite states drive two equal bit lines, a sense amplifier comparing the lines receives the whole window. If a single line is compared with a reference midway between \(V_0\) and \(V_1\), only 50 mV lies on each side. A demand for 100 mV on each side is a demand for a 200 mV window, treated below.

The plate is held at its read voltage \(V_p\) while the line is sensed. The plate is taken to rise slowly enough for the film to follow it, and the film is taken to switch through many small regions, so that the film voltage does not fall appreciably during the read and its final value fixes the film's charge. A slow ramp alone does not ensure this: a film that reverses in a single jump lowers its own voltage by up to about \(2P_rA/C\). Leakage is neglected at first.

## Charge balance on the floating line

Let \(F\) be the voltage across the film, plate minus bit line, and let \(D(F)\) be the charge per area on the plate-side electrode. The other electrode carries \(-D(F)\) per area and belongs to the bit-line node. When the line stands at \(V\), the charge on that node is \(CV-AD(F)\). Before the pulse, both line and plate are at 0 V, so the node charge is \(-AD(0)\). A floating node keeps its charge:

\[
CV-AD(F)=-AD(0).
\]

Moving the film terms to the right, and noting that the plate is at \(V_p\), gives

\[
CV=A\,[D(F)-D(0)],\qquad F=V_p-V .
\]

The function \(D\) depends on the stored state. Call it \(D_1\) for the state that opposes the field and \(D_0\) for the other, with \(D_1(0)=-P_r\) and \(D_0(0)=+P_r\). The two reads obey

\[
CV_1=A\,[D_1(F_1)+P_r],\qquad
CV_0=A\,[D_0(F_0)-P_r].
\]

Subtracting the second from the first,

\[
C\,\Delta V=A\,[\,2P_r+D_1(F_1)-D_0(F_0)\,].
\]

The term \(2P_r\) is the difference between the two starting charges. A common offset of both remanent states would cancel here, so \(2P_r\) may be read as the separation of the two states even if the loop is not centred.

## Why the estimate is a lower bound

Two properties of the film are needed. First, its charge does not fall as the read voltage rises. Second, at equal film voltage, the capacitor that started against the field never carries more charge than the one that started along it: \(D_1(F)\le D_0(F)\). The second property says that the read can at most bring the opposing state up to the other one, not past it.

A useful window has \(V_1>V_0\). Since \(F=V_p-V\), it follows that \(F_1<F_0\): the state that delivers more charge is left with less voltage on its film. Therefore

\[
D_1(F_1)\le D_1(F_0)\le D_0(F_0),
\]

where the first step uses the rise of charge with voltage and the second the ordering of the two states. The same result follows from \(D_1(F_1)\le D_0(F_1)\le D_0(F_0)\), which needs the rise of charge only for the state along the field, and so also covers an opposing state that reverses in a jump. Hence \(D_1(F_1)-D_0(F_0)\le0\), and

\[
C\,\Delta V\le2P_rA
\quad\Longrightarrow\quad
A\ge\frac{C\,\Delta V}{2P_r}.
\]

No loop shape has been assumed, and the plate voltage does not appear. Under the stated conditions, 0.025 µm² is a floor. It is approached when the opposing state switches completely and the dielectric charge is negligible.

The bound can be sharpened if the film has a linear dielectric part. Write \(D_i(F)=cF+P_i(F)\), where

\[
c=\frac{\varepsilon_0\varepsilon_r}{t}
\]

is the dielectric capacitance per area of a film of thickness \(t\) and relative permittivity \(\varepsilon_r\), and let the switching parts \(P_i\) have the two properties assumed above. If the permittivity falls with field, \(c\) must be taken no larger than the slope of \(D_0\) between \(F_1\) and \(F_0\); a zero-bias value can then make the sharper bound too strict. Then

\[
D_1(F_1)-D_0(F_0)=c(F_1-F_0)+[P_1(F_1)-P_0(F_0)] .
\]

The square bracket is not positive, by the same argument as before. Also \(F_1-F_0=(V_p-V_1)-(V_p-V_0)=-\Delta V\). So

\[
C\,\Delta V\le A\,(2P_r-c\,\Delta V).
\]

## Complete switching with dielectric charge

The sharper bound becomes an equality when the opposing state reverses fully and the other does not change its switching part. Both states then end with \(D=P_r+cF\), and charge balance gives

\[
CV_0=Ac(V_p-V_0),\qquad
CV_1=A\,[2P_r+c(V_p-V_1)].
\]

Collecting the terms in \(V_0\) and in \(V_1\),

\[
V_0=\frac{cAV_p}{C+cA},\qquad
V_1=\frac{2P_rA+cAV_p}{C+cA}.
\]

The term with \(V_p\) is the same in both, so it cancels from the window:

\[
\Delta V=\frac{2P_rA}{C+cA}.
\]

To solve for the area, multiply by the denominator, \(C\Delta V+cA\Delta V=2P_rA\), and collect \(A\):

\[
A=\frac{C\,\Delta V}{2P_r-c\,\Delta V}.
\]

The dielectric part raises both levels, but its effect on the window is that of extra capacitance hanging on the line. For \(c\Delta V\ll2P_r\) the formula returns to the first estimate.

### The opposite limit: too large a capacitor

Complete switching requires that enough voltage remain on the film. For a rectangular loop with coercive voltage \(V_c\), the condition is \(V_p-V_1\ge V_c\). Inserting \(V_1\) and multiplying by \(C+cA\),

\[
2P_rA+cAV_p\le(V_p-V_c)(C+cA).
\]

The product \(cAV_p\) occurs on both sides and drops out, leaving

\[
A\,(2P_r+cV_c)\le C\,(V_p-V_c).
\]

Beyond this area the line rises until the film is held at \(V_c\), and switching stops part of the way. The upper level is then fixed at \(V_1=V_p-V_c\), while \(V_0\) still grows with area:

\[
\Delta V=V_p-V_c-\frac{cAV_p}{C+cA}
=\frac{CV_p}{C+cA}-V_c .
\]

In this regime a larger capacitor gives a smaller window, until the window reaches zero at \(cA=C(V_p/V_c-1)\). For still larger areas the film voltage never reaches \(V_c\), nothing switches, and the window stays at zero. This sharp end belongs to the rectangular loop; when the switching fields are widely spread, some regions still reverse and the window decays gradually. The near proportionality between area and signal thus belongs to capacitors that switch completely and add little capacitance to the line, \(cA\ll C\).

## Numbers for a hafnium zirconium oxide film

Consider a film 10 nm thick with \(P_r=20\ \mu\text{C/cm}^2\), coercive field 1 MV/cm and \(\varepsilon_r=30\), read with a 2.5 V pulse. These are rough typical values. The dielectric capacitance is \(c=2.656\ \mu\text{F/cm}^2\), so a 100 mV window costs

\[
c\,\Delta V=2.656\times0.100=0.2656\ \mu\text{C/cm}^2
\]

out of \(2P_r=40\ \mu\text{C/cm}^2\). The area becomes

\[
A=\frac{0.025\ \mu\text{m}^2}{1-0.2656/40}=0.02517\ \mu\text{m}^2 ,
\]

which is 0.67% above the ideal area. The film adds \(cA=0.6685\) fF to the line, and the levels are

\[
V_0=\frac{0.6685\times2.5\ \text{V}}{100+0.6685}=16.6\ \text{mV},
\qquad
V_1=V_0+\Delta V=116.6\ \text{mV}.
\]

The line therefore moves in both states, and a detector that expected 0 V for the non-reversing state would be misplaced by 16.6 mV. The film keeps \(2.5-0.1166\) V, a field of 2.38 MV/cm, well above the coercive field. That coercive field describes slowly traced loops; whether reversal is complete within a read of tens of nanoseconds depends on the switching kinetics of the film, which this estimate does not include. In terms of the limit just derived, \(V_c=1\) V and \(V_1\) could rise to 1.5 V before switching stalled.

For 100 mV on each side of a midway reference, \(\Delta V\) is replaced by 200 mV. The numerator doubles and the denominator falls slightly, giving 0.0507 µm².

## When the loop is not rectangular

Regions of a film switch at different fields. A simple model replaces the film by many independent units, each with two states. A unit turns up at the field \(E_b+E_c\) and down at \(E_b-E_c\), where \(E_c\) is its coercive field and \(E_b\) an internal bias. In the example both are normally distributed: \(E_c\) about 1 MV/cm with standard deviation 0.3 MV/cm, \(E_b\) about zero with standard deviation 0.5 MV/cm. Both states are written with 2.5 V pulses of the appropriate sign and returned to zero voltage. The units are weighted so that the remanent states differ by \(2P_r=40\ \mu\text{C/cm}^2\).

The final film voltage follows from

\[
C(V_p-F)=A\,[D(F)-D(0)].
\]

The left side falls with \(F\) and the right side does not fall, so their crossing fixes one value of \(F\), which can be found by bisection. With both spreads reduced to 0.02 MV/cm, this calculation gives 0.025167 µm², in agreement with the formula for complete switching.

With the broad distributions, the area for a 100 mV window is 0.0253 µm² at a 2.5 V read and 0.0336 µm² at a 1.5 V read. The writing voltage, and hence \(P_r\), is the same in both cases. A small part of the increase comes from units that fall back at zero field and reverse only in the read of the other state, whose film voltage is higher. The main cause is direct: a unit whose upward switching field lies between the field reached in the read and the 2.5 MV/cm used for writing can have been written, yet fails to reverse when read. Lowering the read voltage enlarges this group.

The same model tests the sharper bound where switching is far from complete. It was evaluated for read voltages of 0.5, 1.0, 1.5, 2.0 and 2.5 V and for areas of 0.3, 1, 3 and 10 times \(A_0\). The bound held in all twenty cases.

For a field-independent permittivity the plate voltage thus cancels from the window once switching is complete, but it decides whether switching is complete. The floor of 0.025 µm² is unaffected; the area needed at a given read voltage is not.

## Grains and the weakest cell

The estimate treats \(P_r\) as the same in every capacitor. At this size that is doubtful, because a cell contains a limited number of grains. Suppose they are equal in area and independent, have polar axes pointing in random directions, and all reverse when read. A grain contributes in proportion to \(u=|\cos\theta|\), where \(\theta\) is the angle between its axis and the film normal. For isotropic directions \(\cos\theta\) is uniform between −1 and 1, so \(u\) is uniform between 0 and 1:

\[
\langle u\rangle=\int_0^1u\,du=\tfrac12,\qquad
\langle u^2\rangle-\langle u\rangle^2=\tfrac13-\tfrac14=\tfrac1{12}.
\]

The relative spread of one grain is \((1/\sqrt{12})/(1/2)=1/\sqrt3\). Averaging over \(N\) independent grains divides it by \(\sqrt N\):

\[
s=\frac1{\sqrt{3N}} .
\]

For a rough grain diameter of 10 nm, the area per grain is \(a=\pi(10\ \text{nm})^2/4\), and the ideal capacitor holds \(N=A_0/a=318\) grains. The formula gives \(s=3.24\%\) of the mean polarization; random sampling of 4000 such cells gives 3.21%.

Now require a cell five standard deviations below the mean still to supply the charge that a uniform capacitor of area \(A_b\) would supply. With \(N=A/a\),

\[
A\left(1-5\sqrt{\frac{a}{3A}}\right)=A_b
\quad\Longrightarrow\quad
A-k\sqrt A-A_b=0,\qquad k=5\sqrt{a/3}.
\]

This is a quadratic equation for \(\sqrt A\). Its positive root is

\[
\sqrt A=\frac{k+\sqrt{k^2+4A_b}}2 .
\]

For \(A_b=0.025\ \mu\text{m}^2\) it gives \(A=0.0294\ \mu\text{m}^2\). The allowance is larger than the dielectric correction by more than an order of magnitude. It is not an upper limit: unequal grain areas, or strongly tilted grains that fail to reverse because only part of the field acts along their axis, would widen the spread. If 1 MV/cm were needed along the axis, grains with \(u<1/2.38=0.42\) would not reverse; the relative spread of one grain would rise from 0.58 to 0.91 and the area to 0.032 µm². For large \(A_b\) the root gives \(A\simeq A_b+k\sqrt{A_b}\), so the relative allowance falls as \(1/\sqrt{A_b}\): grain statistics matter more as capacitors shrink.

## Leakage, noise and breakdown

A rough leakage density of \(10^{-3}\ \text{A/cm}^2\) during a 20 ns read carries \(2\times10^{-11}\ \text{C/cm}^2\). Relative to \(2P_r=4\times10^{-5}\ \text{C/cm}^2\), this is \(5\times10^{-7}\). Leakage would have to reach 20 A/cm² to carry 1% of the switched charge in that time. Its neglect in the charge balance is therefore safe for these inputs, whatever the conduction mechanism.

When the line is disconnected from its precharge source, a thermal voltage remains on it. The energy \(CV^2/2\) is quadratic in \(V\), so equipartition assigns it the mean value \(k_BT/2\):

\[
\tfrac12C\langle V^2\rangle=\tfrac12k_BT
\quad\Longrightarrow\quad
V_{\rm rms}=\sqrt{\frac{k_BT}{C}} .
\]

At 358 K, or 85 °C, this is 0.22 mV, small beside either the full window or half of it. The offset of the sense amplifier is a separate matter and is not included.

Breakdown is less remote. The applied field of 2.5 MV/cm is 0.63 of a rough breakdown field of 4 MV/cm. The ratio says that a single pulse is below the assumed limit; it does not predict how many cycles the film survives. Raising the plate voltage to complete the switching spends this margin.

## The estimate beside a real capacitor

The chosen thickness, polarization, coercive field and permittivity lie in the usual range for ferroelectric hafnium zirconium oxide. The 100 fF line is a round value, since a real line's capacitance depends on its length and on the number of attached cells. The assumption that costs most here is that the full, uniform \(P_r\) remains available throughout use. Heat, ageing and unfinished switching can all reduce it. A combined loss of 20%, taken as a design allowance and not as a prediction, and assumed to weaken all grains equally, changes the area to

\[
\frac{0.025}{0.8}=0.03125\ \mu\text{m}^2 .
\]

Using this as \(A_b\) in the grain equation gives 0.0361 µm², or 1.44 times the ideal area. Its side is 190 nm. If etching leaves a rim 5 nm wide that does not switch, 10 nm must be added to the side. The drawn capacitor is then 200 nm across, with an area of 0.040 µm². This figure depends on the rough grain size: with 20 nm grains the same steps give 0.046 µm². The 0.7% dielectric correction is left out of this sum, being finer than the allowances themselves. If the loss came from whole grains that no longer switch, the spread between cells would also grow, and more area would be needed.

| Condition for a 100 mV window | Area (µm²) |
|---|---:|
| Ideal lower bound | 0.025 |
| Complete switching, dielectric charge included | 0.0252 |
| Distributed switching, 1.5 V read | 0.0336 |
| 20% loss and five-sigma grain allowance | 0.0361 |
| The same, with dead rim (drawn area) | 0.040 |

The areas in the table are electrode areas. A capacitor folded into a trench can occupy less of the chip surface, but its electrodes must still supply the same charge.

The back-of-envelope value survives the controlled derivation as a lower bound, and for the 10 nm film of the example, fully switched and with a 100 mV window, it is also accurate to within 1%. Among the allowances added above to reach the drawn area, the largest part is for the polarization that a weak or aged cell can still deliver. Since \(A_0\) is proportional to \(C\Delta V/P_r\), a smaller line capacitance or a smaller required window reduces the floor in direct proportion, while the relative grain allowance grows. The numerical output lists the inputs and results behind these figures.

## Computed values

```
Bit-line capacitance: 100 fF
Window between states: 100 mV
Remanent polarization: 20 uC/cm2
Film thickness: 10 nm
Relative permittivity (rough): 30 (no unit)
Coercive field (rough): 1 MV/cm
Plate pulse: 2.5 V
Window charge C*dV: 10 fC
Switched charge density 2Pr: 40 uC/cm2
Ideal minimum area: 0.025 um2
Ideal minimum area: 2.5e+04 nm2
Side of ideal square: 158.1 nm
Film capacitance per area: 2.656 uF/cm2
Film linear capacitance, loaded area: 0.6685 fF
Area with dielectric loading: 0.025167 um2
Increase from loading: 0.669 %
Area from numerical circuit, sharp: 0.025167 um2
Bit-line level V0: 16.6 mV
Bit-line level V1: 116.6 mV
Applied field: 2.5 MV/cm
Field left on film, reversing state: 2.38 MV/cm
Area for 100 mV each side of reference: 0.05067 um2
Broad model: coercive-field spread: 0.3 MV/cm
Broad model: bias-field spread: 0.5 MV/cm
Broad model: area at 2.5 V read: 0.02528 um2
Broad model: area at 1.5 V read: 0.03364 um2
Breakdown field (rough): 4 MV/cm
Applied field / breakdown field: 0.625 (ratio)
Leakage density (rough): 0.001 A/cm2
Read time: 20 ns
Leakage charge / switched charge: 5e-07 (ratio)
Leakage density for 1% charge: 20 A/cm2
Temperature of use: 358.15 K
Thermal noise of line, rms: 0.222 mV
Grain diameter (rough): 10 nm
Grains in ideal area: 318 (count)
Relative cell spread, formula: 3.24 %
Relative cell spread, sampled: 3.21 %
Area with 5-sigma grain allowance: 0.0294 um2
Polarization loss allowance: 20 %
Area with loss allowance only: 0.03125 um2
Area with loss and grain allowance: 0.0361 um2
Design area / ideal area: 1.44 (ratio)
Dead rim width (rough): 5 nm
Drawn/active area, rim on ideal square: 1.13 (ratio)
Drawn side with all three allowances: 200 nm
Drawn area with all three allowances: 0.04 um2
```
